Density Needed to Lower k from 4 to 2 under Clausius-Mossotti

**Problem**

An interlayer dielectric has relative permittivity k = 4 at mass density ρ₁. It is to be made less dense until k = 2. The material consists of identical units without permanent dipole moments. Each unit acquires an induced dipole p = αE_loc, where E_loc is the field acting on it and α is its polarizability. The units keep the same α and the same mass when the material expands, so the polarizability per mass is unchanged. They sit at sites of cubic symmetry, and the expansion is uniform. The field is static and weak enough for a linear response.

What fraction ρ₂/ρ₁ of the original density gives k = 2, and is the answer unique? For numbers, take a model dielectric with ρ₁ = 2.0 g/cm³ and a molar mass M = 60 g/mol per polarizable unit. These are round parameters and describe no particular material.

SI units are used in the equations. E is the macroscopic field, that is, the field averaged over many units, and P is the dipole moment per volume. The permittivity is defined by

D = ε₀E + P = kε₀E,

so that

P = ε₀(k − 1)E.

**A first estimate by scaling**

Vacuum has k = 1, so the part of k that belongs to the matter is k − 1. If each unit felt just the macroscopic field, N units per volume would give P = NαE, and therefore

k − 1 = Nα/ε₀ (estimate).

With α fixed, k − 1 would be proportional to N and hence to the density. Going from k = 4 to k = 2 lowers k − 1 from 3 to 1, which suggests

ρ₂/ρ₁ ≈ (2 − 1)/(4 − 1) = 1/3.

The weak point is the field. A unit is surrounded by other dipoles, and the field they produce at its site differs from the average field. This difference depends on P, and so on the density itself.

**Exact solution within the model**

*The local field.* Draw an imaginary sphere around one unit. It is large compared with the spacing of the units but small enough for E and P to be uniform across it. Matter outside the sphere is far enough away to be treated as continuous, while matter inside must be treated as separate dipoles.

The macroscopic field E contains the contribution of a continuous, uniformly polarized sphere. To find that contribution, represent the sphere by two overlapping balls with charge densities +q and −q, the positive one displaced by a small vector d. Then P = qd. By Gauss's law, the field inside a uniformly charged ball, at position r from its centre, is qr/(3ε₀). With the negative ball centred at the origin, the sum is

q(r − d)/(3ε₀) − qr/(3ε₀) = −qd/(3ε₀) = −P/(3ε₀).

Removing this contribution from E leaves the field of all sources outside the sphere:

E − (−P/(3ε₀)) = E + P/(3ε₀).

The separate dipoles inside the sphere must now be put back, except for the unit at the centre, which does not act on itself. For equal dipoles p along z, their field along z at the centre is

(p/(4πε₀)) Σ (3z² − r²)/r⁵.

Cubic symmetry makes the sums of x²/r⁵, y²/r⁵ and z²/r⁵ equal. Each is one third of the sum of r²/r⁵, so the two terms cancel. The transverse components contain sums of xz/r⁵ and yz/r⁵, which vanish because cubic symmetry includes half-turns about the x and y axes. The half-turn about x pairs each site (x, y, z) with (x, −y, −z), which cancels the sum of xz/r⁵, and the half-turn about y cancels the sum of yz/r⁵ in the same way. The local field is therefore

E_loc = E + P/(3ε₀).

*From the local field to k.* Insert P = ε₀(k − 1)E:

E_loc = E[1 + (k − 1)/3] = E(k + 2)/3.

The polarization is also the number density times the induced dipole:

P = NαE_loc = NαE(k + 2)/3.

Equating the two expressions for P and dividing by ε₀E gives

k − 1 = (Nα/ε₀)(k + 2)/3.

Division by k + 2 yields the Clausius-Mossotti relation,

(k − 1)/(k + 2) = Nα/(3ε₀).

*From number density to mass density.* A unit has mass M/N_A, where N_A is Avogadro's constant, so N = ρN_A/M. Hence

(k − 1)/(k + 2) = Cρ, with C = N_Aα/(3ε₀M).

The constant C contains the polarizability per mass, αN_A/M, and no other material property. It is therefore the same before and after expansion.

*The ratio.* Write the relation for both states and divide the second by the first. C cancels:

ρ₂/ρ₁ = [(k₂ − 1)/(k₂ + 2)] · [(k₁ + 2)/(k₁ − 1)].

For k₁ = 4 the value of (k − 1)/(k + 2) is 3/6 = 1/2. For k₂ = 2 it is 1/4. Thus

ρ₂/ρ₁ = (1/4)/(1/2) = 1/2.

The required density is exactly half the original one. It is also unique, because each k > 1 corresponds to one density:

d/dk [(k − 1)/(k + 2)] = [(k + 2) − (k − 1)]/(k + 2)² = 3/(k + 2)² > 0.

*Numbers for the model.* The initial state fixes the constant:

C = 0.5/(2.0 g/cm³) = 0.25 cm³/g.

The final density follows from

ρ₂ = 0.25/(0.25 cm³/g) = 1.0 g/cm³ = 1000 kg/m³.

It is convenient to express α as a volume, α′ = α/(4πε₀). Then C = 4πN_Aα′/(3M), and

α′ = 3MC/(4πN_A) = 3 · 60 · 0.25/(4πN_A) cm³ = 5.95 Å³,

where N_A stands for its numerical value in mol⁻¹. If the units form a simple cubic lattice, one unit occupies the volume a³ = M/(N_Aρ). The lattice constant a grows from 3.68 Å to 4.64 Å, a factor 2^(1/3) = 1.26. Half the density thus means twice the volume, but an increase of only 26 percent in each length.

**A check without the Lorentz field**

The step that deserves an independent test is the local field. Consider a slab of 21 layers of point dipoles on a simple cubic lattice, with an applied field E₀ perpendicular to the layers. The dipole pᵢ in layer i obeys

pᵢ/α = E₀ + Σⱼ Fᵢⱼpⱼ,

where Fᵢⱼ is the field at a site in layer i due to all unit dipoles in layer j, leaving out the site itself when i = j. These fields are summed directly over the lattice, with a continuum correction for distant dipoles, and the linear equations are solved for all layers together.

The permittivity is read from the central layer. The normal component of D is continuous, so ε₀E₀ = ε₀E + P inside the slab. This gives

E = E₀ − P/ε₀ and k = D/(ε₀E) = E₀/E.

No value for the local field has been put in. Adjusting α until the slab has k = 4 at 2.0 g/cm³ gives α′ = 5.946 Å³, in agreement with the formula. Holding that polarizability fixed and searching for the density with k = 2 gives the ratio 0.5000. The quantity (E_loc − E)/(P/ε₀), which should equal 1/3, also agrees at both densities within the test tolerance of 10⁻⁴. The values are listed in the numerical output.

This tests the relation for point dipoles on a simple cubic lattice. It does not test whether the units of a real film behave as point dipoles with constant α. Nor does it cover disorder. Real interlayer dielectrics are usually amorphous, their units do not sit at sites of cubic symmetry, and the sum over the dipoles inside the sphere then need not vanish, so the factor 1/3 and the ratio 1/2 are no longer exact.

**Comparison of the estimate and the solution**

The estimate gave one third and the solution gives one half. To see where the difference arises, write the susceptibility as a product:

k − 1 = (Nα/ε₀) · (E_loc/E), with E_loc/E = (k + 2)/3.

At the start, Nα/ε₀ = 1.5 and E_loc/E = 2, so k − 1 = 1.5 · 2 = 3. At half the density, Nα/ε₀ = 0.75 and E_loc/E = 4/3, so k − 1 = 0.75 · 4/3 = 1. Halving the density removes half of the polarizable matter per volume, and it also lowers the local field per macroscopic field to two thirds of its former value. Together these give

(1/2) · (2/3) = 1/3,

which is the required reduction of k − 1. The estimate assigned the whole reduction to the density and so asked for too much expansion.

The same comparison holds for any pair of permittivities. The exact ratio is the scaling ratio multiplied by a correction:

ρ₂/ρ₁ = [(k₂ − 1)/(k₁ − 1)] · [(k₁ + 2)/(k₂ + 2)].

For 4 → 2 the correction is 6/4 = 1.5, which turns 1/3 into 1/2. If both permittivities are close to 1, the correction approaches 1 and the estimate becomes accurate. This is the dilute limit, in which the units hardly influence one another.

Solving the Clausius-Mossotti relation for k shows the full dependence on density. With x = Cρ,

k − 1 = x(k + 2)
k(1 − x) = 1 + 2x
k = (1 + 2x)/(1 − x).

Subtracting 1 gives k − 1 = 3x/(1 − x). For small x this is 3x, the linear law of the estimate. At larger x the denominator makes k rise faster than linearly, so on expansion from a dense state k falls steeply at first and more slowly later. For the model dielectric:

- at 75 percent of the original density, k = 2.80;
- at 50 percent, k = 2.00;
- at 33.3 percent, k = 1.60;
- at 25 percent, k = 1.43.

The first quarter of the density removed lowers k by 1.20, and the second quarter by 0.80. At the density suggested by the estimate, k would be 1.60, well below the target.

In the other direction the formula diverges at x = 1, which is ρ = 1/C = 4.0 g/cm³ for these parameters. There the term P/(3ε₀) in the local field would by itself sustain the polarization, with no macroscopic field E. The linear model with constant α cannot be used at or beyond that point, and on some lattices it fails earlier. For point dipoles on a simple cubic lattice the limit is x ≈ 0.78, or 3.13 g/cm³ here. At that density an alternating pattern, in which neighbouring chains of dipoles point in opposite directions, can sustain itself without an applied field. The expansion considered here starts at x = 1/2, below both limits for the simple cubic lattice, and moves away from them. The earlier limit depends on the lattice and has to be found separately for each one.

**Does half the density always halve k?**

Halving the density replaces x by x/2. Let k be the initial and k′ the final permittivity. Then

k′ = (1 + x)/(1 − x/2), with x = (k − 1)/(k + 2).

The numerator is (2k + 1)/(k + 2). The denominator is

[2(k + 2) − (k − 1)]/[2(k + 2)] = (k + 5)/[2(k + 2)].

The factor k + 2 cancels, leaving

k′ = 2(2k + 1)/(k + 5).

Requiring k′ = k/2 gives 4(2k + 1) = k(k + 5), or

k² − 3k − 4 = (k − 4)(k + 1) = 0.

The one solution with k > 1 is k = 4. The simple rule "half the density, half the k" therefore belongs to this starting value. Starting from k = 3, half the density gives k′ = 14/8 = 1.75. To reach 1.5 from 3 the density ratio must be

(0.5/3.5) · (5/2) = 5/14 = 0.357,

a value that the dipole slab reproduces.

**When the density is lowered by pores**

In a porous film the solid may keep its own density and its own k = 4, while empty pores lower the mean density. The polarizability per mass is again unchanged, but the units no longer have the uniformly expanded surroundings assumed above. A solvable case shows what this does.

Take a sphere with a core of permittivity k_c and a shell of permittivity k_s. Let the core occupy the volume fraction c. Place the sphere in a medium of permittivity k carrying a uniform field E, and choose k so that the field outside is undisturbed. The sphere can then replace an equal ball of the medium without any effect outside. Repeating the replacement with spheres of all sizes, each with the same c, until the medium is used up gives a composite of permittivity k.

With core radius a and outer radius b, the potentials divided by cos θ are

core: −Ar
shell: −Br + G/r²
outside: −Er.

Continuity of the potential and of the normal component of D at r = a requires

A = B − G/a³
k_cA = k_s(B + 2G/a³).

Define g = G/(a³B). Eliminating A gives k_c(1 − g) = k_s(1 + 2g), so

g = (k_c − k_s)/(k_c + 2k_s).

At r = b, use G/b³ = cgB, since c = a³/b³. The two conditions are

E = B(1 − cg)
kE = k_sB(1 + 2cg).

Eliminating E gives k(1 − cg) = k_s(1 + 2cg), and hence

(k − k_s)/(k + 2k_s) = c(k_c − k_s)/(k_c + 2k_s).

*Solid cores in empty shells.* Here k_c = 4 and k_s = 1. For k = 2 the equation reads 1/4 = c · 3/6, so the solid fraction is c = 1/2. The mean density is half that of the solid, as in the uniform expansion.

*Empty cores in solid shells.* Now k_c = 1 and k_s = 4. For k = 2 the equation reads −2/10 = −c · 3/9, so the pore fraction is c = 3/5. The solid fraction is 2/5, and the mean density must fall to 40 percent. A numerical solution of the boundary conditions confirms both fractions. They belong to these two sphere assemblages, and other pore shapes give other values. For flat layers of solid fraction s with empty gaps between them, a field along the layers gives k = 1 + 3s and hence s = 1/3, while a field across them gives 1/k = s/4 + 1 − s and hence s = 2/3.

The difference again comes from the field acting on the units. Let s be the solid fraction and E_s the mean field in the solid along E. The solid has susceptibility 3, so the mean polarization is 3sε₀E_s. For k = 2 it must equal ε₀E, which gives

E_s/E = 1/(3s).

This is 2/3 for solid cores and 5/6 for solid shells. If the Lorentz relation holds inside the solid, the local field there is (4 + 2)/3 = 2 times E_s. The mean local field is then 4/3 of E for solid cores, the same as in the uniformly expanded lattice, and 5/3 of E for solid shells. Units in the connected shells are polarized more strongly, so fewer of them can be kept if k is to reach 2.

The answer of one half therefore rests on two conditions: the polarizability per mass stays the same, and the mean local field stays related to P by the Lorentz factor 1/3. If a change of chemistry alters the constant from C₁ to C₂ while the second condition still holds, the relation C₂ρ₂ = 1/4 together with C₁ρ₁ = 1/2 gives

ρ₂/ρ₁ = C₁/(2C₂).

A less polarizable composition, with C₂ < C₁, then reaches k = 2 at more than half the original density.

Numbers as computed

```
model molar mass: 60.0 g/mol
starting density: 2.000 g/cm^3
starting k: 4.0; target k: 2.0 (no unit)
(k-1)/(k+2) at start: 0.5000 (no unit)
(k-1)/(k+2) at target: 0.2500 (no unit)
constant C: 0.2500 cm^3/g
polarizability volume, formula: 5.9464 angstrom^3
polarizability volume, dipole slab: 5.9464 angstrom^3
density for k = 2, formula: 1.0000 g/cm^3
density for k = 2, formula: 1000.0 kg/m^3
density for k = 2, dipole slab: 1.0000 g/cm^3
density ratio, dipole slab: 0.50000 (no unit)
lattice constant at start: 3.6795 angstrom
lattice constant at target: 4.6359 angstrom
lattice constant ratio: 1.2599 (no unit)
slab Lorentz factor at start: 0.33334 (no unit)
slab local/macroscopic field at start: 2.0000 (no unit)
slab N*alpha/eps0 at start: 1.5000 (no unit)
slab Lorentz factor at target: 0.33334 (no unit)
slab local/macroscopic field at target: 1.3333 (no unit)
slab N*alpha/eps0 at target: 0.7500 (no unit)
density fraction 1.0000: k slab 4.0000, k formula 4.0000 (no unit)
density fraction 0.7500: k slab 2.8000, k formula 2.8000 (no unit)
density fraction 0.5000: k slab 2.0000, k formula 2.0000 (no unit)
density fraction 0.3333: k slab 1.6000, k formula 1.6000 (no unit)
density fraction 0.2500: k slab 1.4286, k formula 1.4286 (no unit)
density ratio for k 3 to 1.5, slab: 0.35714 (no unit)
density ratio for k 3 to 1.5, formula: 0.35714 (no unit)
solid fraction for k = 2, solid cores: 0.5000 (no unit)
solid fraction for k = 2, void cores: 0.4000 (no unit)
```
